# The ninth-power Raman law for a Kramers donor doublet: a numerical check

```python
# Result under test: two-phonon Raman relaxation of a ground Kramers doublet,
#   1/T1 = 32 pi eta^2 D^4 C^2 / gap^4 * (64 pi^8/15) * (kT/hbar)^9,
#   C = hbar/(4 pi^2 rho) * [1/(15 v_l^5) + 1/(10 v_t^5)].
# D: spin-conserving strain coupling to the excited doublet; eta: ratio of the
# spin-flipping to the spin-conserving coupling; gap: energy of that doublet;
# rho: density; v_l, v_t: longitudinal and transverse sound speeds.
# Strains: eps_a = (eps_xx - eps_yy)/2 couples with D, eps_b = eps_xy with eta*D.
# Validity: Zeeman energy << kT, 8 kT << gap, long phonon wavelength.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

hbar, kB, eV = sc.hbar, sc.k, sc.e
hbar_eV = hbar / eV
flip = np.array([[0.0, 1.0], [-1.0, 0.0]])          # i*sigma_y
sigma_x = np.array([[0.0, 1.0], [1.0, 0.0]])
sigma_z = np.diag([1.0, -1.0])
one = np.eye(2)

# ---- Cancellation in a random system of several Kramers doublets ----
rng = np.random.default_rng(5)
doublets = 4
U = np.kron(np.eye(doublets), flip)                 # time reversal = U * conjugation


def random_even():
    """Random Hermitian matrix that is even under time reversal."""
    X = rng.normal(size=(2 * doublets,) * 2) + 1j * rng.normal(size=(2 * doublets,) * 2)
    X = X + X.conj().T
    return (X + U @ X.conj() @ U.T) / 2


E, W = np.linalg.eigh(random_even())
minus = W[:, 0]
plus = U @ minus.conj()
V1 = random_even() + 1j * random_even()             # absorbed phonon, finite wavelength
V2 = (random_even() + 1j * random_even()).conj().T  # emitted phonon
assert abs(plus.conj() @ random_even() @ minus) < 1e-12
quantum = 0.05 * (E[2] - E[0])
amp_sum, amp_formula, worst_pair, largest_A = 0, 0, 0, 0
for k in range(doublets):
    P = W[:, 2 * k:2 * k + 2] @ W[:, 2 * k:2 * k + 2].conj().T
    level = E[2 * k] - E[0]
    A = plus.conj() @ V2 @ P @ V1 @ minus
    B = plus.conj() @ V1 @ P @ V2 @ minus
    amp_sum += A / (quantum - level) + B / (-quantum - level)
    worst_pair = max(worst_pair, abs(A + B))
    largest_A = max(largest_A, abs(A))
    if k > 0:
        amp_formula -= 2 * quantum * A / (level**2 - quantum**2)
assert largest_A > 0.1 and worst_pair < 1e-10 * largest_A
assert abs(amp_sum - amp_formula) < 1e-8 * abs(amp_formula)

# ---- Amplitude from exact diagonalization with two quantized modes ----
levels, w0, g, mix = 5, 0.1, 5e-4, 0.5              # energies in units of the gap
low = np.diag(np.sqrt(np.arange(1, levels)), 1)
idn = np.eye(levels)
num = low.T @ low
Da = np.kron(sigma_x, one)
Db = np.block([[np.zeros((2, 2)), flip.T], [flip, np.zeros((2, 2))]])
a1, b1, a2, b2 = 1.0, 0.3, 0.4, 1.0                 # strains of the two modes


def triple(x, y, z):
    return np.kron(np.kron(x, y), z)


H = (triple(np.diag([0.0, 0.0, 1.0, 1.0]), idn, idn)
     + w0 * (triple(np.eye(4), num, idn) + triple(np.eye(4), idn, num))
     + g * triple(a1 * Da + mix * b1 * Db, low + low.T, idn)
     + g * triple(a2 * Da + mix * b2 * Db, idn, low + low.T))
e_all, v_all = np.linalg.eigh(H)
# order: (+;1,0), (-;1,0), (+;0,1), (-;0,1)
model = [s * levels**2 + m for m in (levels, 1) for s in (0, 1)]
pick = np.argsort(-np.sum(v_all[model]**2, axis=0))[:4]
left, _, right = np.linalg.svd(v_all[np.ix_(model, pick)])
Q = left @ right
H_eff = Q @ np.diag(e_all[pick]) @ Q.T
amp_exact = H_eff[2, 1]
amp_theory = -2 * w0 * g**2 * mix * (a2 * b1 - b2 * a1) / (1 - w0**2)
assert abs(amp_exact / amp_theory - 1) < 2e-3       # higher orders scale as (g/w0)^2

# ---- Example parameters (rough, deep double donor in silicon) ----
gap, D, eta = 0.4, 4.0, 0.01                        # eV, eV, dimensionless
rho, v_l, v_t = 2330.0, 9000.0, 5400.0              # kg/m3, m/s, m/s
radius, field, g_factor = 0.5e-9, 0.1, 2.0          # m, T
T0 = 5.0                                            # K
phonon_top, ta_edge = 0.064, 0.018                  # eV
v_t_slow, v_t_fast = 4700.0, 5800.0                 # m/s
zeeman = g_factor * sc.physical_constants['Bohr magneton'][0] * field / eV


def strain_constant(vt=v_t):
    return hbar / (4 * np.pi**2 * rho) * (1 / (15 * v_l**5) + 1 / (10 * vt**5))


def raman_law(T, vt=v_t):
    return (32 * np.pi * eta**2 * (D / gap)**4 * strain_constant(vt)**2
            * 64 * np.pi**8 / 15 * (kB * T / hbar)**9)


def direct_law(T):
    wz = zeeman / hbar_eV
    return (2 * np.pi / hbar_eV**2 * (eta * D * zeeman / gap)**2 * strain_constant()
            * wz**3 / np.tanh(hbar * wz / (2 * kB * T)))


# ---- Phonon modes: directions by quadrature, three polarizations each ----
rows = []
for c, wc in zip(*np.polynomial.legendre.leggauss(4)):
    s = np.sqrt(1 - c * c)
    for phi in 2 * np.pi * np.arange(8) / 8:
        cp, sp = np.cos(phi), np.sin(phi)
        n = np.array([s * cp, s * sp, c])
        for pol, v in ((n, v_l), (np.array([c * cp, c * sp, -s]), v_t),
                       (np.array([-sp, cp, 0.0]), v_t)):
            rows.append([(n[0] * pol[0] - n[1] * pol[1]) / 2,
                         (n[0] * pol[1] + n[1] * pol[0]) / 2, v, wc / 16])
shape_a, shape_b, speed, weight = np.array(rows).T


def strength(w):
    """Squared strain scale times density of modes, for each listed mode."""
    return weight * hbar * w**3 / (4 * np.pi**2 * rho * speed**5)


w_test = 1e12
for product, target in ((shape_a**2, 1), (shape_b**2, 1), (shape_a * shape_b, 0)):
    value = np.sum(strength(w_test) * product) / (strain_constant() * w_test**3)
    assert abs(value - target) < 1e-10

# Donor states in the field; the Zeeman term also links ground and excited doublets.
H_donor = np.kron(np.diag([0.0, gap]), one) + zeeman / 2 * np.kron(one + sigma_x, sigma_z)
E4, S4 = np.linalg.eigh(H_donor)


def couplings(time_odd=False):
    second = np.kron(sigma_x, sigma_x) if time_odd else Db
    Ma, Mb = S4.T @ (D * Da) @ S4, S4.T @ (eta * D * second) @ S4
    return shape_a[:, None, None] * Ma + shape_b[:, None, None] * Mb


def bose(w, T):
    return 1 / np.expm1(hbar * w / (kB * T))


def rate_by_modes(T, time_odd=False):
    """1/T1 from the golden rule, summing modes and all intermediate states."""
    V = couplings(time_odd)
    nodes, wts = np.polynomial.legendre.leggauss(80)
    xs, wts = 0.5 + 59.5 * (nodes + 1) / 2, wts * 59.5 / 2
    total = 0.0
    for i, f in ((0, 1), (1, 0)):
        for x, wx in zip(xs, wts):
            w_in = x * kB * T / hbar
            w_out = w_in + (E4[i] - E4[f]) / hbar_eV
            M = (V[:, f, :] / (E4[i] + hbar_eV * w_in - E4)) @ V[:, :, i].T
            M = M + (V[:, :, i] / (E4[i] - hbar_eV * w_out - E4)) @ V[:, f, :].T
            total += (wx * kB * T / hbar * (strength(w_out) @ M**2 @ strength(w_in))
                      * bose(w_in, T) * (bose(w_out, T) + 1))
    return 2 * np.pi / hbar_eV**2 * total


rate_modes = rate_by_modes(T0)
assert abs(rate_modes / raman_law(T0) - 1) < 1e-3   # finite gap and field remain


def exponent(time_odd):
    return np.log(rate_by_modes(6.0, time_odd) / rate_by_modes(4.0, time_odd)) / np.log(1.5)


slope_even, slope_odd = exponent(False), exponent(True)
assert abs(slope_even - 9) < 0.01 and abs(slope_odd - 7) < 0.01

wz = zeeman / hbar_eV
direct_modes = (2 * np.pi / hbar_eV**2 * np.sum(strength(wz) * couplings()[:, 1, 0]**2)
                * (2 * bose(wz, T0) + 1))
assert abs(direct_modes / direct_law(T0) - 1) < 1e-3


# ---- Thermal integral and sizes of neglected effects ----
def thermal(power, factor=lambda x: 1.0, top=80.0):
    return quad(lambda x: x**power / (4 * np.sinh(x / 2)**2) * factor(x),
                1e-6, top, limit=200, epsrel=1e-10)[0]


I8, I6 = thermal(8), thermal(6)
assert abs(I8 / (64 * np.pi**8 / 15) - 1) < 1e-7


def form(q):
    """Fourier transform of a 1s density of the given radius."""
    return (1 + (q * radius / 2)**2)**-2


for qa in (0.5, 2.0):
    ft = quad(lambda r: 4 * r**2 * np.exp(-2 * r) * np.sinc(qa * r / np.pi), 0, 40)[0]
    assert abs(ft - form(qa / radius)) < 1e-7
part_l, part_t = 1 / (15 * v_l**5), 1 / (10 * v_t**5)


def size_ratio(T):
    def factor(x):
        w = x * kB * T / hbar
        return ((part_l * form(w / v_l)**2 + part_t * form(w / v_t)**2)
                / (part_l + part_t))**2
    return thermal(8, factor) / I8


def bending_ratio(T):
    """Transverse branch w = w_edge*sin(v_t q/w_edge), integrated to 0.95 w_edge."""
    scale = kB * T / eV / ta_edge

    def factor(x):
        y = x * scale
        f = (np.arcsin(y) / y)**4 / np.sqrt(1 - y * y)
        return ((part_l + part_t * f) / (part_l + part_t))**2
    return thermal(8, factor, 0.95 / scale) / I8


kT = kB * T0 / eV
gap_ratio = thermal(8, lambda x: (1 - (x * kT / gap)**2)**-2) / I8
x_peak = brentq(lambda x: 8 / x - 1 / np.tanh(x / 2), 2, 20)
peak = x_peak * kT
q_peak = peak / hbar_eV / v_t
one_order = (gap / kT)**2 * I6 / (4 * I8)
step = 1.01
size_exponent = 9 + np.log(size_ratio(T0 * step) / size_ratio(T0 / step)) / (2 * np.log(step))
T_cross = brentq(lambda T: raman_law(T) / direct_law(T) - 1, 0.2, 20)

print("INPUTS (round model values, rough regime of a deep donor in Si)")
print(f"gap to excited doublet: {gap:.2f} eV")
print(f"strain coupling D: {D:.1f} eV; spin-mixing ratio eta: {eta:.3f}")
print(f"density: {rho:.0f} kg/m3; v_l: {v_l:.0f} m/s; v_t: {v_t:.0f} m/s")
print(f"orbital radius: {radius*1e9:.2f} nm; field: {field:.2f} T; g: {g_factor:.1f}")
print("TESTS OF THE CANCELLATION")
print(f"random doublets: largest |A_n| {largest_A:.3f}, largest |A_n+B_n| {worst_pair:.1e}")
print(f"two-mode amplitude / gap: exact {amp_exact:.5e}, formula {amp_theory:.5e}")
print(f"exponent from mode sum, 4 to 6 K, time-even coupling: {slope_even:.4f}")
print(f"exponent from mode sum, 4 to 6 K, time-odd coupling: {slope_odd:.4f}")
print("RAMAN RATE")
print(f"strain constant C: {strain_constant():.4e} s^4")
print(f"thermal integral 64 pi^8/15: {I8:.2f}; sixth-power integral: {I6:.3f}")
print(f"coefficient B: {raman_law(1.0):.4e} s^-1 K^-9")
print(f"1/T1 at {T0:.0f} K: formula {raman_law(T0):.4e} s^-1, mode sum {rate_modes:.4e} s^-1")
print(f"T1 at {T0:.0f} K: {1/raman_law(T0):.4e} s = {1/raman_law(T0)/3600:.2f} h")
for T in (3.0, 5.0, 8.0):
    print(f"T = {T:.0f} K: 1/T1 = {raman_law(T):.3e} s^-1, finite-size factor {size_ratio(T):.3f}")
print(f"kT at {T0:.0f} K: {kT*1e3:.4f} meV; Zeeman energy: {zeeman*1e3:.5f} meV")
print(f"peak of integrand: x = {x_peak:.3f}, phonon energy {peak*1e3:.3f} meV")
print(f"left after cancellation at peak, 2E/(gap+E): {2*peak/(gap+peak):.5f}")
print(f"rate of absorb-first order alone / true rate: {one_order:.0f}")
print(f"NEGLECTED EFFECTS AT {T0:.0f} K")
print(f"transverse q times radius at peak: {q_peak*radius:.3f}")
print(f"local exponent with finite orbital size: {size_exponent:.2f}")
print(f"rate factor, bent transverse branch (edge {ta_edge*1e3:.0f} meV): {bending_ratio(T0):.3f}")
print(f"rate factor, v_t = {v_t_slow:.0f} m/s: {raman_law(T0, v_t_slow)/raman_law(T0):.2f}")
print(f"rate factor, v_t = {v_t_fast:.0f} m/s: {raman_law(T0, v_t_fast)/raman_law(T0):.2f}")
print(f"rate factor, finite phonon energy over gap: {gap_ratio:.6f}")
print(f"direct process: {direct_law(T0):.3e} s^-1 (mode sum {direct_modes:.3e} s^-1)")
print(f"direct equals Raman at: {T_cross:.2f} K")
print(f"gap / highest one-phonon energy ({phonon_top*1e3:.0f} meV, rough): {gap/phonon_top:.2f}")
assert gap > phonon_top
print("checks complete")
```

Running it gives:

```
INPUTS (round model values, rough regime of a deep donor in Si)
gap to excited doublet: 0.40 eV
strain coupling D: 4.0 eV; spin-mixing ratio eta: 0.010
density: 2330 kg/m3; v_l: 9000 m/s; v_t: 5400 m/s
orbital radius: 0.50 nm; field: 0.10 T; g: 2.0
TESTS OF THE CANCELLATION
random doublets: largest |A_n| 8.000, largest |A_n+B_n| 5.3e-15
two-mode amplitude / gap: exact 2.22222e-08, formula 2.22222e-08
exponent from mode sum, 4 to 6 K, time-even coupling: 9.0003
exponent from mode sum, 4 to 6 K, time-odd coupling: 7.0001
RAMAN RATE
strain constant C: 2.6263e-59 s^4
thermal integral 64 pi^8/15: 40484.40; sixth-power integral: 732.487
coefficient B: 3.1720e-11 s^-1 K^-9
1/T1 at 5 K: formula 6.1953e-05 s^-1, mode sum 6.1970e-05 s^-1
T1 at 5 K: 1.6141e+04 s = 4.48 h
T = 3 K: 1/T1 = 6.243e-07 s^-1, finite-size factor 0.807
T = 5 K: 1/T1 = 6.195e-05 s^-1, finite-size factor 0.584
T = 8 K: 1/T1 = 4.257e-03 s^-1, finite-size factor 0.316
kT at 5 K: 0.4309 meV; Zeeman energy: 0.01158 meV
peak of integrand: x = 7.995, phonon energy 3.445 meV
left after cancellation at peak, 2E/(gap+E): 0.01708
rate of absorb-first order alone / true rate: 3898
NEGLECTED EFFECTS AT 5 K
transverse q times radius at peak: 0.485
local exponent with finite orbital size: 8.07
rate factor, bent transverse branch (edge 18 meV): 1.130
rate factor, v_t = 4700 m/s: 3.81
rate factor, v_t = 5800 m/s: 0.51
rate factor, finite phonon energy over gap: 1.000208
direct process: 2.067e-07 s^-1 (mode sum 2.067e-07 s^-1)
direct equals Raman at: 2.45 K
gap / highest one-phonon energy (64 meV, rough): 6.25
checks complete
```
